# Trial-Orbital Projections and the Starting Wannier Gauge for Ultrasoft Pseudopotentials

## Problem

With ultrasoft pseudopotentials the pseudo Bloch states at one wave vector obey

\[
H|\psi_m\rangle=\varepsilon_m S|\psi_m\rangle,\qquad \langle\psi_m|S|\psi_n\rangle=\delta_{mn},\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| ,
\]

where \(S\) is Hermitian and positive definite and the projectors \(\beta_i\) vanish outside the augmentation region. To start a Wannier construction for \(N\) bands one chooses \(N\) trial orbitals \(g_n\), forms an \(N\times N\) projection matrix \(A\), assumed nonsingular, and takes the Löwdin gauge

\[
|w_n\rangle=\sum_m|\psi_m\rangle U_{mn},\qquad U=A(A^\dagger A)^{-1/2}.
\]

The trial orbitals are given as pseudo functions, in the same representation as \(\psi_m\). Let \(A^0_{mn}=\langle\psi_m|g_n\rangle\) be the matrix without \(S\), and \(U^0\) its Löwdin gauge.

**(a)** Show that the projection matrix should be \(A_{mn}=\langle\psi_m|S|g_n\rangle\). Under what condition is this the all-electron overlap?

**(b)** Which property singles out the Löwdin gauge built from \(A\), and what does the gauge built from \(A^0\) do instead?

**(c)** Suppose the bands span the whole model space and the trials are a plainly orthonormal basis of it. How do \(U\) and \(U^0\) differ?

**(d)** A chain of period \(a\) has pseudo orbitals \(\mu_R\) at \(Ra\) and \(\nu_R\) at \((R+\tfrac12)a\), orthonormal in the plain inner product. Only the \(\mu\) sites are augmented: \(S=1+q\sum_R|\mu_R\rangle\langle\mu_R|\), with \(s=1+q>0\). The trials are

\[
g_{1R}=\mu_R,\qquad g_{2R}=u\,[\nu_R+\lambda(\mu_R+\mu_{R+1})],\qquad u=(1+2\lambda^2)^{-1/2},\quad \lambda>0 .
\]

Find \(U^\dagger U^0\) at each \(k\).

**(e)** Evaluate it for \(q=1.25\), \(\lambda=0.5\), with site energies \(-0.5\) (\(\mu\)) and \(-0.2\) (\(\nu\)) and nearest-neighbour hopping \(-0.1\) hartree. Give the matrices at \(ka=\pi/2\).

**(f)** How does omitting \(S\) change the distance of the Wannier functions from the trials, and their spread, for \(a=6\) bohr?

## Solution

### (a) The projection matrix

Take first a function in the span of the bands, \(|g\rangle=\sum_n|\psi_n\rangle c_n\). Multiplying from the left by \(\langle\psi_m|S\) gives

\[
\langle\psi_m|S|g\rangle=\sum_n\langle\psi_m|S|\psi_n\rangle c_n=c_m .
\]

The plain overlap gives \(\sum_n\langle\psi_m|\psi_n\rangle c_n\), which mixes the coefficients because the pseudo states are not plainly orthonormal. For a general \(g\), the component in the band space is \(P|g\rangle\) with

\[
P=\sum_m|\psi_m\rangle\langle\psi_m|S,\qquad P^2=P,\qquad \langle\psi_m|S(1-P)|g\rangle=0 .
\]

The remainder is \(S\)-orthogonal to the bands, and the coefficients of \(Pg\) are \(A_{mn}=\langle\psi_m|S|g_n\rangle\).

For the all-electron meaning, let \(\phi_i\) and \(\tilde\phi_i\) be the all-electron and pseudo partial waves. They coincide outside the augmentation region, and \(\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}\). The all-electron function belonging to \(f\) is

\[
Tf=f+\Delta f,\qquad \Delta f=\sum_i(\phi_i-\tilde\phi_i)\langle\beta_i|f\rangle .
\]

Inside the region write \(f=\hat f+r_f\), with \(\hat f=\sum_i\tilde\phi_i\langle\beta_i|f\rangle\); \(r_f\) is the part that the partial waves miss. Since \(\Delta f\) and \(\Delta g\) vanish outside,

\[
\begin{aligned}
\langle Tf|Tg\rangle&=\langle f|g\rangle+\langle f|\Delta g\rangle+\langle\Delta f|g\rangle+\langle\Delta f|\Delta g\rangle\\
&=\langle f|g\rangle+\big[\langle\hat f+\Delta f|\hat g+\Delta g\rangle-\langle\hat f|\hat g\rangle\big]+\langle r_f|\Delta g\rangle+\langle\Delta f|r_g\rangle ,
\end{aligned}
\]

where the products in the bracket are integrals over the region. There \(\hat f+\Delta f=\sum_i\phi_i\langle\beta_i|f\rangle\), so the bracket equals \(\sum_{ij}\langle f|\beta_i\rangle q_{ij}\langle\beta_j|g\rangle\) with \(q_{ij}=\int(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\) over the region. Hence

\[
\langle Tf|Tg\rangle=\langle f|S|g\rangle+\langle r_f|\Delta g\rangle+\langle\Delta f|r_g\rangle .
\]

If the partial waves represent both \(\psi_m\) and \(g_n\) inside the region, \(r_{\psi_m}=r_{g_n}=0\) and \(A_{mn}=\langle T\psi_m|Tg_n\rangle\). A trial supplied directly as an all-electron function would require \(\langle T\psi_m|g_n\rangle\) instead.

The condition matters. Consider one dimension, the cell \(-3<x<3\) and the region \(|x|<1\), with \(\tilde\phi_1=1\), \(\tilde\phi_2=x^2\), \(\phi_1=\tilde\phi_1+(1-x^2)^2\cos7x\) and \(\phi_2=\tilde\phi_2+0.8(1-x^2)^2\cos5x\). The projectors are the combinations of \((1-x^2)\tilde\phi_j\) dual to the \(\tilde\phi_i\). Gauss–Legendre quadrature with the unnormalized state \(\psi=1-0.1x^2\) gives:

| Trial | Plain | With \(S\) | All-electron |
|---|---|---|---|
| \(0.5+0.2x^2\) | 3.756 | 3.958 | 3.958 |
| \(e^{-2x^2}\) | 1.222 | 1.180 | 1.208 |

The Gaussian is not a combination of \(1\) and \(x^2\). The missed part contributes \(0.028\), and here the plain overlap happens to lie closer to the all-electron one. The projection property derived first is unaffected, since it uses nothing but the \(S\)-orthonormality of the bands.

### (b) What the Löwdin gauge optimizes

Let \(\|f\|_S^2=\langle f|S|f\rangle\). For any unitary \(U\) the \(w_n\) are \(S\)-orthonormal, and \(\langle w_n|S|g_n\rangle=\sum_mU_{mn}^*A_{mn}=(U^\dagger A)_{nn}\). Therefore

\[
\sum_n\|w_n-g_n\|_S^2=N+\sum_n\langle g_n|S|g_n\rangle-2\,\mathrm{Re}\,\mathrm{Tr}(U^\dagger A).
\]

With the singular value decomposition \(A=X\Sigma Y^\dagger\), the trace is \(\mathrm{Tr}(\Sigma Z)\), where \(Z=Y^\dagger U^\dagger X\) is unitary. Its diagonal elements have real part at most 1, and all singular values are positive, so the maximum requires \(Z=1\), that is \(U=XY^\dagger\). This is the Löwdin gauge, because

\[
A(A^\dagger A)^{-1/2}=X\Sigma Y^\dagger\,Y\Sigma^{-1}Y^\dagger=XY^\dagger .
\]

The gauge from \(A\) thus gives the \(S\)-orthonormal functions in the band space that are closest to the trials. Without \(S\),

\[
A^0_{mn}=\langle\psi_m|g_n\rangle=\langle\psi_m|S|S^{-1}g_n\rangle ,
\]

so the same procedure finds the functions closest to \(S^{-1}g_n\). If \(A^0\) is nonsingular, \(U^0\) is still unitary. The resulting functions are \(S\)-orthonormal and span the same bands; in the \(S\) norm they are aimed at different targets. Equivalently, they minimize the plain distance to the original \(g_n\), because \(\sum_n\langle w_n|w_n\rangle=\sum_m\langle\psi_m|\psi_m\rangle\) is the same for every unitary \(U\), which leaves only \(\mathrm{Re}\,\mathrm{Tr}(U^\dagger A^0)\) to maximize.

### (c) A case without any change

Use a plainly orthonormal basis and collect the band vectors as columns of \(C\) and the trials as columns of \(G\). Then \(C^\dagger SC=1\). If the bands span the space, \(C\) is square, \(V=S^{1/2}C\) is unitary, and \(C=S^{-1/2}V\). Hence

\[
A=C^\dagger SG=V^\dagger S^{1/2}G,\qquad A^0=C^\dagger G=V^\dagger S^{-1/2}G .
\]

For unitary \(G\),

\[
A=(V^\dagger G)(G^\dagger S^{1/2}G),\qquad A^0=(V^\dagger G)(G^\dagger S^{-1/2}G).
\]

Each is a unitary matrix times a positive definite one. This polar decomposition is unique for a nonsingular matrix, so \(U=U^0=V^\dagger G\): omitting \(S\) changes nothing.

The proof needs \(V\) to be square. As a counterexample for a proper band subspace, take a random Hermitian \(H\) in six dimensions, \(S=1+0.5|\beta_1\rangle\langle\beta_1|+0.3|\beta_2\rangle\langle\beta_2|\) with random \(\beta_i\), the two lowest bands, and the first two basis vectors as trials. One such draw gave a Frobenius norm of \(U-U^0\) equal to 0.16. In the chain of part (d) the two bands do span the space, so a change can arise there because \(g_1\) and \(g_2\) are not plainly orthogonal.

### (d) The two-band chain

Form Bloch sums with the phase \(e^{ikX}\), where \(X\) is the position of the site on which each orbital is centred. The \(\mu\) component of the second trial comes from neighbours at distance \(a/2\) on either side:

\[
h=u\lambda(e^{ika/2}+e^{-ika/2})=2\lambda u\cos\frac{ka}{2},\qquad
G=\begin{pmatrix}1&h\\0&u\end{pmatrix},\qquad S=\begin{pmatrix}s&0\\0&1\end{pmatrix}.
\]

By part (c), \(A=V^\dagger M\) and \(A^0=V^\dagger M^0\), with

\[
M=S^{1/2}G=\begin{pmatrix}\sqrt s&\sqrt s\,h\\0&u\end{pmatrix},\qquad
M^0=S^{-1/2}G=\begin{pmatrix}1/\sqrt s&h/\sqrt s\\0&u\end{pmatrix}.
\]

The factor \(V^\dagger\), which contains all dependence on the Hamiltonian, passes into the unitary factor. It remains to decompose \(M\). It is real with positive determinant, so its unitary factor is a rotation

\[
R(\theta)=\begin{pmatrix}\cos\theta&-\sin\theta\\\sin\theta&\cos\theta\end{pmatrix},
\]

and \(R(\theta)^TM\) must be symmetric. Its off-diagonal elements are \(M_{12}\cos\theta+M_{22}\sin\theta\) and \(M_{21}\cos\theta-M_{11}\sin\theta\). Equating them gives

\[
\tan\theta=\frac{M_{21}-M_{12}}{M_{11}+M_{22}} .
\]

Positive definiteness requires a positive trace, \((M_{11}+M_{22})\cos\theta+(M_{21}-M_{12})\sin\theta>0\). As \(M_{11}+M_{22}>0\), this selects \(|\theta|<\pi/2\). Inserting \(M\),

\[
\tan\theta=-\frac{\sqrt s\,h}{\sqrt s+u}=-\kappa\cos\frac{ka}{2},\qquad \kappa=\frac{2\lambda u}{1+u/\sqrt s} .
\]

\(M^0\) is \(M\) with \(s\) replaced by \(1/s\), so

\[
\tan\theta_0=-\kappa_0\cos\frac{ka}{2},\qquad \kappa_0=\frac{2\lambda u}{1+u\sqrt s} .
\]

With \(U=V^\dagger R(\theta)\) and \(U^0=V^\dagger R(\theta_0)\), the product \(VV^\dagger=1\) drops out:

\[
U^\dagger U^0=R(\theta)^TR(\theta_0)=R(\delta),\qquad \delta=\theta_0-\theta .
\]

The gauge change is a \(k\)-dependent rotation, independent of the site energies and hopping. It vanishes for \(s=1\) (no augmentation charge), for \(\lambda\to0\) (orthonormal trials), and at \(ka=\pi\), where the two tails of \(g_2\) cancel in the Bloch sum. For \(q>0\), \(\kappa>\kappa_0\): with \(S\) included, the \(\nu\)-centred Wannier function keeps more of the trial's tail on the augmented sites.

### (e) Numbers

Here \(s=2.25\), \(\sqrt s=1.5\) and \(u=1/\sqrt{1.5}=0.8165\), so

\[
\kappa=\frac{0.8165}{1+0.5443}=0.5287,\qquad \kappa_0=\frac{0.8165}{1+1.2247}=0.3670 .
\]

| \(ka\) | \(\theta\) | \(\theta_0\) | \(\delta\) |
|---|---|---|---|
| \(0\) | −27.87° | −20.15° | 7.71° |
| \(\pi/2\) | −20.50° | −14.55° | 5.95° |
| \(\pi\) | 0° | 0° | 0° |

At \(ka=\pi/2\) the off-diagonal element of \(H\) is \(2(-0.1)\cos(\pi/4)=-0.1414\) hartree. The condition \(\det(H-\varepsilon S)=0\) reads

\[
(0.5+2.25\varepsilon)(0.2+\varepsilon)-0.02=2.25\varepsilon^2+0.95\varepsilon+0.08=0 ,
\]

with roots \(\varepsilon=-0.3060\) and \(-0.1162\) hartree. The \(S\)-normalized vectors (columns) and the trials, with \(h=0.8165\times0.7071=0.5774\), are

\[
C=\begin{pmatrix}0.4982&-0.4430\\0.6644&0.7473\end{pmatrix},\qquad
G=\begin{pmatrix}1&0.5774\\0&0.8165\end{pmatrix}.
\]

The two projection matrices are

\[
A=C^\dagger SG=\begin{pmatrix}1.1210&1.1897\\-0.9967&0.0348\end{pmatrix},\qquad
A^0=C^\dagger G=\begin{pmatrix}0.4982&0.8302\\-0.4430&0.3545\end{pmatrix}.
\]

For example, \(A_{12}=2.25\times0.4982\times0.5774+0.6644\times0.8165=1.190\), while \(A^0_{12}\) lacks the factor 2.25. Both matrices have a positive determinant and a positive trace, so the rotation formula of part (d) applies directly. For \(A\) the tangent is \((-0.9967-1.1897)/(1.1210+0.0348)\), for \(A^0\) it is \((-0.4430-0.8302)/(0.4982+0.3545)\), and

\[
U=\begin{pmatrix}0.4673&0.8841\\-0.8841&0.4673\end{pmatrix},\qquad
U^0=\begin{pmatrix}0.5565&0.8309\\-0.8309&0.5565\end{pmatrix},
\]

\[
U^\dagger U^0=\begin{pmatrix}0.9946&-0.1037\\0.1037&0.9946\end{pmatrix}=R(5.95^\circ).
\]

### (f) Distance from the trials, and spread

**Distance.** For a rotation by any angle \(\varphi\),

\[
\mathrm{Tr}[R(\varphi)^TM]=(M_{11}+M_{22})\cos\varphi+(M_{21}-M_{12})\sin\varphi=\rho\cos(\varphi-\theta),
\]

with \(\rho=\sqrt{(\sqrt s+u)^2+s h^2}\). By part (b), using \(\theta_0\) instead of \(\theta\) raises the squared \(S\)-distance at each \(k\) by \(2\rho(1-\cos\delta)\ge0\). Its average over a uniform \(k\) mesh is 0.025 per cell. Diagonalizing a ring of 50 cells and forming the Löwdin orbitals in real space gives squared \(S\)-distances per cell, summed over the two functions of a cell, of 0.725 with \(S\) and 0.750 without, which differ by this amount.

**Weight on the augmented sites.** In the \(S\)-orthonormal site basis the second Wannier function has the components \(c(k)=(-\sin\theta,\cos\theta)\). Put \(\varphi=ka/2\) and denote the average over the Brillouin zone by a bar. The substitution \(t=\tan\varphi\) gives

\[
\overline{\frac1{P\sin^2\varphi+Q\cos^2\varphi}}=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{Pt^2+Q}=\frac1{\sqrt{PQ}} .
\]

With \(P=1\) and \(Q=1+\kappa^2\), the weight on the \(\mu\) sites is

\[
\overline{\sin^2\theta}=1-\overline{\frac{1}{1+\kappa^2\cos^2\varphi}}=1-\frac1{\sqrt{1+\kappa^2}} ,
\]

which is 0.116 with \(S\) and 0.061 without.

**Spread.** Assume that neither position nor its square has matrix elements between different sites, and that each site orbital is centred on its site. The orbitals' own widths then add a constant to the total spread, because the two Wannier functions together carry weight \(\sin^2\theta+\cos^2\theta=1\) on each kind of site. What depends on the gauge is the spread over sites.

The amplitude at site \(X\) of a Wannier function centred at \(X_0\) is the zone average of \(e^{ik(X-X_0)}c(k)\). This product is periodic in \(k\), so integration by parts turns multiplication by \(X-X_0\) into \(i\,d/dk\) acting on \(c\). The mean displacement is \(i\,\overline{c\cdot c'}=\tfrac i2\,\overline{(c\cdot c)'}=0\), since \(c\) is real and normalized. Both gauges therefore have the same individual Wannier centres. The sum of the centres, which enters the polarization, is less sensitive: any smooth periodic gauge change leaves it unchanged up to a multiple of \(a\), even when the individual centres move. The mean square displacement is \(\overline{|c'|^2}=\overline{(d\theta/dk)^2}\), and the first Wannier function, with \(c=(\cos\theta,\sin\theta)\), contributes equally. From

\[
\frac{d\theta}{dk}=\frac a2\,\frac{\kappa\sin\varphi}{1+\kappa^2\cos^2\varphi},\qquad
\overline{\frac{\sin^2\varphi}{(1+\kappa^2\cos^2\varphi)^2}}=-\frac{\partial}{\partial P}\frac1{\sqrt{PQ}}\bigg|_{P=1}=\frac1{2\sqrt{1+\kappa^2}}
\]

the total intersite spread is

\[
\Omega=2\cdot\frac{a^2\kappa^2}{4}\cdot\frac1{2\sqrt{1+\kappa^2}}=\frac{a^2\kappa^2}{4\sqrt{1+\kappa^2}} .
\]

For \(a=6\) bohr, \(\Omega=9\times0.2795/1.1312=2.22\) bohr² with \(S\), and \(9\times0.1347/1.0652=1.14\) bohr² without.

Omitting \(S\) therefore lowers the starting spread in this example, although it moves the functions away from the trials in the \(S\) norm. For these trials, whose tails lie on the augmented sites, the sign follows from \(q\): \(\Omega\) increases with \(\kappa\), and \(\kappa>\kappa_0\) when \(q>0\). For \(q=-0.4\) the order is reversed, with 1.32 bohr² with \(S\) and 2.01 bohr² without. The order depends equally on the trials. If the tails are put on the \(\nu\) sites instead, with \(g_{1R}=u[\mu_R+\lambda(\nu_{R-1}+\nu_R)]\) and \(g_{2R}=\nu_R\), the rotation formula gives \(\tan\theta=h/(1+u\sqrt s)\). Then \(\kappa\) and \(\kappa_0\) trade places, and for \(q=1.25\) the spread is 1.14 bohr² with \(S\) and 2.22 bohr² without. The reason for including \(S\) is that it gives the correct projection of the chosen trials, not that it guarantees a more compact start.

Numerical values quoted here were computed with a short program.
